Why Distant Collisions in Silicon Slow Antiprotons Less Than Protons

**The form of the answer**

A heavy particle of charge Z passes an electron at constant speed v and impact parameter b. The electron is bound harmonically with angular frequency ω. In atomic units, where the electron's mass and the size of its charge are 1, measure lengths in b and times in b/v. Write s for the electron's displacement and ρ = (1, τ) for the projectile's position. The first component (⊥) points from the electron's rest position to the point of closest approach, and the second (∥) along the path. The equation of motion is

s″ + x² s = κ (ρ − s)/|ρ − s|³,

κ = Z/(v²b),  x = ωb/v.

Only two numbers remain, so the energy given to an electron initially at rest is v² times a function of κ and x. The displacement starts at order κ and the energy is quadratic in the motion, so the energy starts at order κ²:

ΔE = 2v² [κ² A(x) + κ³ G(x) + ...].

The κ² term is the same for proton and antiproton. The κ³ term changes sign with the charge, and a bound electron has no symmetry that forbids it. If G is positive, the antiproton loses less.

Linear response already contains polarization of the target: the induced displacement is what absorbs the κ² energy. The cubic term comes from the next step, in which the projectile's non-uniform field acts on an electron that the same field has already moved. Nor is displacement sufficient. In the projectile's frame a free electron arrives with speed v and is deflected by θ, where tan(θ/2) = |κ|. In the laboratory its energy gain is

ΔE = ½(2v sin(θ/2))² = 2v²κ²/(1 + κ²),

which is even in Z. The charge-odd loss needs both displacement and binding.

**From the force to the cubic term**

Let q = √(1 + τ²). For small s, |ρ − s|⁻³ = q⁻³(1 + 3ρ·s/q²). Multiplying by ρ − s and keeping first order in s gives

(ρ − s)/|ρ − s|³ = f + T s,

f = (1, τ)/q³,

T⊥⊥ = (2 − τ²)/q⁵,  T⊥∥ = 3τ/q⁵,  T∥∥ = (2τ² − 1)/q⁵.

With s = κs₁ + κ²s₂, the two orders obey

s₁″ + x²s₁ = f,  s₂″ + x²s₂ = T s₁.

For an oscillator driven by a force g, the combination c = s′ + ixs obeys c′ = g + ixc. Starting from rest, its final size is therefore |∫g e^(−ixτ)dτ|, and the final energy is ½|c|². With a hat for ∫(...)e^(ixτ)dτ, which has the same size for a real force,

ΔE/v² = ½κ²|f̂|² + κ³ Re(f̂*·ĝ₂),  g₂ = T s₁.

The transforms follow from K0(x) = ∫₀^∞ cos(xτ)/q dτ. Since τ/q³ is minus the derivative of 1/q, integration by parts gives ∫τ sin(xτ)/q³ dτ = 2xK0 over all times. The integral J = ∫cos(xτ)/q³ dτ has derivative −2xK0. So has 2xK1, and both vanish at large x, so J = 2xK1. Hence

f̂⊥ = 2xK1(x),  f̂∥ = 2ixK0(x),

A(x) = x²[K0(x)² + K1(x)²].

The cubic coefficient is half the cross term:

G = ½∫ u·T s₁ dτ,  u = 2x (K1 cos xτ, K0 sin xτ).

Now split the retarded displacement as s₁ = D + h, with

D(τ) = (1/2x) ∫ sin(x|τ − τ′|) f(τ′) dτ′,

h(τ) = (1/2x) ∫ sin(x(τ − τ′)) f(τ′) dτ′ = (K1 sin xτ, −K0 cos xτ).

Before τ the two integrands add to the retarded response, and after τ they cancel. In both u and D the ⊥ component is even in time and the ∥ component odd. In h the parities are reversed. The diagonal elements of T are even and T⊥∥ is odd, so u·T h is odd and integrates to zero:

G = ½∫ u·T D dτ.

The free ringing h drops out. What counts is the part of the displacement that is symmetric about closest approach.

**Free electron: two effects that cancel**

As x → 0, xK1 → 1 and xK0 → 0, so u → (2, 0). The symmetric displacement then satisfies D″ = f, with D⊥(0) = ∫₀^∞ τ/q³ dτ = 1 and D∥′(0) = −1. The solution is

D⊥ = q,  D∥ = −arsinh τ.

The transverse part contributes

∫(2 − τ²)/q⁴ dτ = π − π/2 = π/2.

For the longitudinal part, 3τ/q⁵ is minus the derivative of 1/q³, so by parts

−∫3τ arsinh τ/q⁵ dτ = −∫dτ/q⁴ = −π/2.

The sum is zero, as Rutherford scattering requires. For a proton, the transverse displacement brings the electron closer and strengthens the pull. The symmetric longitudinal displacement lies on the side away from the projectile and weakens it by the same amount.

Integration of the full Coulomb orbit for κ = ±0.02, started 1000b before closest approach, agrees. For the free electron the odd part of the energy, divided by κ times the even part, is 0.002. A remainder of order b over the starting distance is expected.

**Weak binding: the slope of G**

For small x, binding upsets the cancellation at first order in x, in three places. The integrals needed follow from ∫₀^∞ sin y/y dy = π/2 by parts:

∫₀^∞ (1 − cos y)/y² dy = π/2,  ∫₀^∞ (y − sin y)/y³ dy = π/4.

First, the transverse displacement near closest approach is reduced. From the definition of D, D⊥(0) = (1/x)∫₀^∞ sin(xτ)/q³ dτ. Its departure from 1 comes from τ ~ 1/x, where q ≈ τ. With y = xτ,

D⊥(0) = 1 − x∫₀^∞ (y − sin y)/y³ dy = 1 − πx/4.

Since ∫T⊥⊥dτ = 8/3 − 2/3 = 2, this shift changes G by −πx/2.

Second, the longitudinal displacement is reduced too:

D∥′(0) = −∫₀^∞ τ cos(xτ)/q³ dτ = −1 + x∫₀^∞ (1 − cos y)/y² dy = −1 + πx/2.

The added displacement is (πx/2)τ. Since ∫3τ²/q⁵ dτ = 2, it changes G by +πx.

Third, at far times, τ ~ 1/x, the electron swings instead of drifting. There T⊥⊥ ≈ −1/|τ|³, D⊥ ≈ sin(x|τ|)/x and u⊥ ≈ 2cos xτ, while the free calculation used |τ| for D⊥ and 2 for u⊥. The difference, counting both signs of τ, is

2∫₀^∞ [τ − sin(xτ)cos(xτ)/x]/τ³ dτ = 2x∫₀^∞ (y − ½ sin 2y)/y³ dy = πx,

where the substitution Y = 2y turns the last integral into 2·π/4. The remaining terms are of order x², up to logarithms. Therefore

G(x) → (−π/2 + π + π)x = (3π/2)x.

Direct evaluation of G at x = 10⁻⁵ gives G/x = 4.711, against 3π/2 = 4.712. The sign has a plain reading. Binding weakens the longitudinal shift that offsets the stronger transverse pull, and it makes the electron swing back at far times. These gains exceed the loss of transverse displacement.

At large x the factor u carries K0 and K1, which fall as e^(−x), and G itself falls about as e^(−2x): a slow passage relative to the oscillation transfers little energy. Between the limits G was evaluated numerically, and it is positive at every point of a grid from x = 0.002 to 4. The formula gives 1.196, 0.898 and 0.145 at x = 0.3, 1 and 2. The odd part of the energy on full Coulomb orbits with κ = ±0.02 gives 1.196, 0.899 and 0.145.

**Does a quantum electron behave the same way?**

With the force expanded to first order in the electron's displacement, the quantum Hamiltonian is quadratic in position. Ehrenfest's theorem then gives a closed equation for the mean position, identical to the classical one. The energy of the mean motion, including its κ³ part, is unchanged.

The spread of the wavefunction adds energy of its own. The field gradient, of order Z/b³, acts for a time b/v on a mean square spread of order 1/ω, so its strength is Z/(b²vω). The odd part of this energy starts at the cube, ω[Z/(b²vω)]³. Relative to Z³/(v⁴b³) this is 1/(xωb²), which is small for x near 1 when b is much larger than the electron cloud. Higher multipoles also bring corrections of relative order 1/(ωb²). Averaging full Coulomb orbits over the ground-state spread of position and momentum puts the total correction, relative to the cubic term itself, at about 3.4 to 4.0 times 1/(ωb²) for x between 0.6 and 1.5, with the same sign as G. It is small only well outside the cloud.

Propagation of a quantum oscillator with dipole and quadrupole coupling, at κ = ±0.03, x = 1 and ωb² = 200, gives 0.902 for G(1), against 0.898 from the formula. This supports the treatment of distant collisions. It says nothing about passages through the cloud.

**From one electron to stopping power**

For n atoms per unit volume with Nᵢ electrons of frequency ωᵢ, the energy lost per unit length is

S = n Σ Nᵢ ∫2πb ΔEᵢ db.

Take the cubic term from a lower cut-off a outward. Since 2v²κ³ = 2Z³/(v⁴b³), and b = xv/ω gives db/b² = (ω/v)dx/x²,

∫2πb (2Z³G/(v⁴b³)) db = (4πZ²/v²) L1,

L1 = (Zω/v³) ∫ G(x)/x² dx,  from x = ωa/v to ∞.

For small ωa/v the integral grows as (3π/2)ln(v/(ωa)). In that limit the result depends on the cut-off only logarithmically. When ωa/v is not small, as for the inner shells of silicon below, the dependence is strong. I take a = √(3/(2ω)), the rms radius of the oscillator's ground state.

The quadratic term needs no cut-off if it is calculated quantum mechanically. In the first Born approximation, the cross-section for momentum transfer q with excitation of n quanta (n now counts quanta) is (8πZ²/v²)Pₙ(q)dq/q³. Weighting by the energy nω gives

L0 = Σ ∫ (dq/q)(2nω/q²)Pₙ(q),  q ≥ nω/v.

The lower limit holds because a heavy projectile loses energy v·q, which cannot exceed vq. A momentum kick q turns the ground state into a coherent state with mean excitation energy q²/2. Hence Pₙ is a Poisson distribution with mean Q = q²/(2ω), and

(2nω/q²)Pₙ = e^(−Q) Q^(n−1)/(n−1)!,  dq/q = dQ/(2Q).

With B = 2v²/ω the lower limit is Q = n²/B. Integration gives

L0 = ½[E1(1/B) + Σ Γ(n−1, n²/B)/(n−1)!],  n ≥ 2,

where E1 is the exponential integral and Γ the upper incomplete gamma function. For large B the first term tends to ln B − γ, with γ Euler's constant. The sum is a harmonic series cut off near n = B and tends to ln B + γ. So L0 → ln B, the Bethe form. At B = 6 this expression and an explicit sum over overlap integrals both give 1.2709.

The stopping power is then

S = (4πnZ²/v²) Σ Nᵢ(L0ᵢ + L1ᵢ),

with n again the atomic density.

**How large in silicon**

Take projectiles of 1 MeV, an energy used to implant protons into silicon power devices. The speed is v = 6.322. With the model's lattice constant set to 5.43 Å, the density of the four valence electrons per atom gives a plasmon energy of 16.6 eV, which serves as their oscillator energy. The eight L and two K electrons are given rough mean excitation energies of 250 and 4000 eV.

Consider first one valence electron at b = 2 Å = 3.78 atomic units. Its frequency is 16.6/27.2 = 0.610, so

κ = 1/(6.322² × 3.78) = 0.0066,

x = 0.610 × 3.78/6.322 = 0.365.

At closest approach the electron's displacement across the path is 0.0100 Å towards the proton, or 0.0099 Å away from the antiproton. The displacement along the path is larger, 0.016 Å, backwards for the proton and forwards for the antiproton. The energy gains are 0.0944 and 0.0927 eV. The difference of 0.00166 eV is 1.8% of their mean, and the cubic formula gives the same 0.00166 eV. These values are for an electron initially at rest. Here ωb² is only 8.7, and to leading order the ground-state spread would raise the difference by about 28% and the mean gain by about 14%.

For the solid, the contributions at unit charge are:

- valence: quadratic 2.323, cubic 0.0073 eV/Å;
- L shell: quadratic 1.647, cubic 0.0390 eV/Å;
- K shell: quadratic 0.007, cubic 0.0007 eV/Å.

The quadratic sum is 3.978 eV/Å and the cubic sum 0.047 eV/Å. Adding the cubic sum for the proton and subtracting it for the antiproton gives

S(proton) = 4.02 eV/Å = 40.2 keV/µm,

S(antiproton) = 3.93 eV/Å = 39.3 keV/µm.

The difference is 2 × 0.047/3.978 = 2.4% of the quadratic stopping. The L shell supplies 83% of it but 41% of the quadratic stopping. L1 carries a factor ω, which is 15 times larger for the L electrons than for the valence electrons. This outweighs their smaller integral, which starts at a larger x.

At 1, 2 and 4 MeV the difference is 2.4%, 1.2% and 0.6%. The prefactor 1/v³ alone would reduce it by a factor of 2.8 for each doubling of energy. The integral grows with speed, because its lower limit ωa/v falls, and this growth outweighs that of L0 in the ratio.

**What the number leaves out**

The largest omission is the close collisions. At the cut-off ωa² = 3/2, so the leading correction for the electron's spread is about as large as the cubic term itself for the valence electrons, and larger for the L and K shells. The multipole expansion fails there and inside the cloud. Extending the formula for an electron at rest down to b = 1/v, wherever that is smaller than a, raises the difference from 2.4% to 8.8%. This is an indication of sensitivity, not a bound. The choice of a matters too: halving it for every shell gives 7.6%, and doubling it gives 0.5%. The 2.4% is therefore what the formula for an electron at rest gives from beyond one rms radius, not a prediction of the full difference. The calculation gives the sign for collisions well outside the cloud; that closer ones do not reverse it is not proved here.

The other effects sized are smaller:

- Changing the L energy to 200 or 300 eV gives a difference of 2.2% or 2.5%.
- The Bloch correction, a higher-order term even in the charge, is 1.3% of the quadratic stopping if all 14 electrons are counted, and about 1.1% without the K shell. It lowers both stopping powers equally.
- Relativistic corrections are of order (v/c)² = 0.2%.
- Nuclear stopping is below 0.1% of the quadratic stopping.

**Beside real silicon**

The model's mean excitation energy, 171 eV, and its proton stopping, 40 keV/µm, are close to the accepted rough values for silicon. The agreement depends partly on the core energies chosen: L energies of 200 and 300 eV would give mean excitation energies of about 150 and 190 eV. It shows that the inputs are reasonable for the quadratic part, and it does not test the cubic one. Measurements do find a lower stopping power for antiprotons than for protons of equal speed in silicon, by roughly 19% near 0.54 MeV and 3% at 3 MeV. The distant part calculated here gives 4.1% and 0.8% at those energies, only a fifth to a quarter of the measured effect. Real valence electrons respond collectively and form bands, whereas the model uses independent oscillators. That changes the valence part of the cubic term by an amount not calculated here, but this part is 16% of the distant sum. Extending the formula to closer collisions, as above, changes the total by far more than this whole part. Channelling along crystal axes, which changes the distribution of impact parameters, is also left out.

**What to do in a process model**

Proton stopping tables fitted to measurements already contain the charge-odd term, so it should not be added again. It matters when data for one charge are carried over to another. Scaling proton stopping by Z² at equal speed treats a cubic contribution as if it were quadratic. For a bare ion in the regime of small κ, the cubic term relative to the ion's own quadratic term grows as Z. At the speed of a 1 MeV proton, the distant part is +1.2% for the proton and would be +2.4% for a bare helium nucleus.

The Bloch correction must be carried along. It is negative and, while Z/v is small, its relative size grows as Z²: −1.3% for the proton and about −5% for helium at this speed. With the full Bloch expression (−1.2% and −4.7%), going from proton to helium adds about −3.4%, against +1.2% from the distant cubic term. The two balance when the proton–antiproton difference is about 7%. The distant part alone (2.4%) lies below that, while the halved cut-off (7.6%), the extension to b = 1/v (8.8%) and the measured difference in silicon lie above it. The model therefore does not fix even the sign of the net correction, which should be taken from helium data where they exist.

At lower speeds κ grows, ions carry bound electrons, and the expansion in Z loses its footing. A measured or fitted stopping power for the actual ion is then the safer input. The inputs, shell contributions and totals are listed in the numerical output, where "linear" stopping means the quadratic part, the result of linear response.

Values computed for the example and the checks

```
x=0.3: G from orbits 1.1956, formula 1.1959
x=1.0: G from orbits 0.8990, formula 0.8983
x=2.0: G from orbits 0.1447, formula 0.1447
free electron, odd/(kappa*even): 0.00200
G/x at x=1e-5: 4.7108; 3 pi/2 = 4.7124
G(1) from quantum propagation: 0.9018
L0 at B=6: closed sum 1.27086, overlaps 1.27087
b-integral, orbits/formula: 0.9997
lattice constant (rough): 5.43 angstrom
valence plasmon energy: 16.60 eV
L and K energies (rough): 250, 4000 eV
mean excitation energy of model: 171 eV
projectile energy: 1000000 eV
projectile speed: 6.322 atomic units
valence cut-off radius a: 0.830 angstrom
single electron, b: 2.0 angstrom
  kappa 0.00662, x 0.3647
  displacement, proton: 0.01004 angstrom
  displacement, antiproton: -0.00992 angstrom
  energy gain, proton: 0.094371 eV
  energy gain, antiproton: 0.092712 eV
  difference, orbits: 0.001659 eV
  difference, cubic formula: 0.001658 eV
valence: linear 2.3234, cubic 0.00730 eV/angstrom
L: linear 1.6470, cubic 0.03895 eV/angstrom
K: linear 0.0074, cubic 0.00065 eV/angstrom
linear stopping, total: 3.9778 eV/angstrom
proton stopping: 4.0247 eV/angstrom = 40.25 keV/um
antiproton stopping: 3.9309 eV/angstrom = 39.31 keV/um
difference/linear at 1e6 eV: 2.358 %
difference/linear at 2e6 eV: 1.186 %
difference/linear at 4e6 eV: 0.590 %
same at 1e6 eV, b down to 1/v: 8.75 %
same, L energy 200 eV: 2.21 %
same, L energy 300 eV: 2.46 %
Bloch term/linear (charge-even), size: 1.27 %
relativity, (v/c)^2: 0.21 %
nuclear/linear stopping, estimate: 0.087 %
```
